**Field-free selection by a damping-like pulse with a tilted easy axis**

The program tests that a strong, long enough current pulse sends both rest states of a uniaxial macrospin to $+\mathbf n$, and the reversed pulse sends both to $-\mathbf n$, when the easy axis $\mathbf n$ is tilted by $\beta$ toward the spin polarization $\mathbf p$. Here $w=\mathbf m\cdot\mathbf n$, $u=\mathbf m\cdot\mathbf p$, $\alpha$ is the damping, and $a$ is the damping-like field divided by the anisotropy field. It asserts the bounds on the motion toward $\mathbf p$ and $\mathbf n$, the equilibrium relation $wu=\sin\beta$, and selection within the predicted time for 150 random parameter sets, each with both starts and both current signs. It also asserts that random non-negative waveforms never return the sampled trajectories across $w=0$, and that a tilt toward the current leaves the magnet on the equator. In the example, $a=0.658$ exceeds the sufficient value 0.508, and the 0.60 ns pulse exceeds the sufficient length 0.49 ns. At 300 K the simulated error is 3.9 % for an abrupt end and about 0.2 % for a 2 ns fall. The argument behind the stronger current condition is asserted in one case that includes a field-like torque. For the example, the effects of a field-like torque and a second anisotropy axis on the final state are computed and printed, not asserted.

## Verification by program

```python
"""
Field-free selection of a tilted uniaxial macrospin by a damping-like pulse.

Result under test: with easy axis n tilted by beta from the film normal toward
the spin polarization p, a strong and long enough pulse sends both rest states
to +n for positive current and to -n for negative current.

Symbols: m unit magnetization; w = m.n; u = m.p; alpha Gilbert damping;
a = damping-like field / anisotropy field; b = field-like field / anisotropy
field; q = sqrt(1+alpha^2)/2; reduced time tau = gamma*B_K*t/(1+alpha^2).
Arrays of vectors have shape (3, N).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import root, fsolve
from scipy.special import erfc

rng = np.random.default_rng(12)
P = np.array([[0.0], [1.0], [0.0]])


def cross(x, y):
    return np.array([x[1]*y[2] - x[2]*y[1],
                     x[2]*y[0] - x[0]*y[2],
                     x[0]*y[1] - x[1]*y[0]])


def dot(x, y):
    return np.sum(x*y, axis=0)


def axis(beta):
    beta = np.atleast_1d(beta)
    return np.array([0*beta, np.sin(beta), np.cos(beta)])


def velocity(m, a, alpha, n, b=0.0, extra=None, noise=0.0):
    field = dot(m, n)*n + b*P + noise
    if extra is not None:
        field = field + extra @ m
    torque = -cross(m, field + a*cross(m, P))
    return torque + alpha*cross(m, torque)


def evolve(m, duration, steps, a, alpha, n, b=0.0, extra=None):
    h = duration/steps
    for _ in range(steps):
        k1 = velocity(m, a, alpha, n, b, extra)
        k2 = velocity(m + h*k1/2, a, alpha, n, b, extra)
        k3 = velocity(m + h*k2/2, a, alpha, n, b, extra)
        k4 = velocity(m + h*k3, a, alpha, n, b, extra)
        m = m + h*(k1 + 2*k2 + 2*k3 + k4)/6
        m = m/np.sqrt(dot(m, m))
    return m


def random_unit(count):
    m = rng.normal(size=(3, count))
    return m/np.sqrt(dot(m, m))


def thresholds(alpha, beta):
    first = np.sqrt(1 + alpha**2)/(2*np.cos(beta))
    second = 2*alpha/(3*np.sqrt(3)*(np.sin(beta) - alpha*np.cos(beta)))
    return first, second


def time_parts(a, alpha, beta):
    q = np.sqrt(1 + alpha**2)/2
    s, c = np.sin(beta), np.cos(beta)
    to_half = beta/(a*c - q)
    to_equator = c/(a*(s - alpha*c) - 2*alpha/(3*np.sqrt(3)))
    return to_half, to_equator


# ---------- Worked example: rough values of a memory free layer ----------
alpha, beta = 0.03, np.radians(10.0)
Ms, thick, diameter, BK = 1.0e6, 1.0e-9, 60e-9, 0.150
spin_hall, J, pulse, temperature = 0.30, 1.0e12, 0.6e-9, 300.0
gamma = const.physical_constants['electron gyromag. ratio'][0]
BDL = const.hbar*spin_hall*J/(2*const.e*Ms*thick)
a = BDL/BK
unit = (1 + alpha**2)/(gamma*BK)
n = axis(beta)
s, c = np.sin(beta), np.cos(beta)
q = np.sqrt(1 + alpha**2)/2
tau_pulse = pulse/unit
a1, a2 = thresholds(alpha, beta)
part1, part2 = time_parts(a, alpha, beta)
assert np.tan(beta) > alpha and a > max(a1, a2)
assert tau_pulse > part1 + part2

# ---------- Explicit velocity against the implicit Gilbert equation ----------
for _ in range(20):
    m = random_unit(1)[:, 0]
    nv, pv = n[:, 0], P[:, 0]
    step = 1e-5
    grad = np.array([(-0.5*((m + step*e) @ nv)**2
                      + 0.5*((m - step*e) @ nv)**2)/(2*step)
                     for e in np.eye(3)])
    drive = -np.cross(m, -grad) - a*np.cross(m, np.cross(m, pv))
    cross_matrix = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]],
                             [-m[1], m[0], 0]])
    rate = np.linalg.solve(np.eye(3) - alpha*cross_matrix, drive)
    explicit = velocity(m[:, None], a, alpha, n)[:, 0]/(1 + alpha**2)
    assert np.allclose(rate, explicit, atol=1e-8)

# ---------- Bounds on the motion toward p and toward n ----------
m = random_unit(200000)
v = velocity(m, a, alpha, n)
u, w = dot(m, P), dot(m, n)
sine = np.sqrt(1 - u**2)
opposition = (a*sine**2 - dot(v, P))/sine
assert opposition.max() <= q + 1e-7 and opposition.max() > 0.99*q
region = (u >= 0) & (w <= 0)
floor = a*(s - alpha*c) - 2*alpha/(3*np.sqrt(3))
slowest = dot(v, n)[region].min()
assert slowest >= floor > 0

phi = np.linspace(0, 2*np.pi, 7201)


def equator_rate(alpha_value, beta_value):
    axis_n = axis(beta_value)
    side = np.array([[0.0], [np.cos(beta_value)], [-np.sin(beta_value)]])
    circle = np.cos(phi)*side + np.sin(phi)*np.array([[1.0], [0.0], [0.0]])
    return dot(velocity(circle, a, alpha_value, axis_n), axis_n).min()


equator_min = equator_rate(alpha, beta)
assert abs(equator_min - a*(s - alpha*c)) < 1e-6 and equator_min > 0
assert equator_rate(0.2, np.radians(5)) < 0

# ---------- All equilibria under current, found by root search ----------
for a_test, beta_test in ((0.3, np.radians(5)), (a, beta)):
    axis_n, sb = axis(beta_test), np.sin(beta_test)
    found = []

    def residual(x):
        col = x[:, None]
        return np.append(velocity(col, a_test, 0.0, axis_n)[:, 0], x @ x - 1)

    for start in random_unit(200).T:
        sol = root(residual, start, method='lm', options={'xtol': 1e-13})
        if np.abs(residual(sol.x)).max() < 1e-10:
            if all(np.linalg.norm(sol.x - f) > 1e-4 for f in found):
                found.append(sol.x)
    roots = np.roots([-1, 1, -a_test**2, a_test**2*sb**2])
    roots = np.sort(roots[np.abs(roots.imag) < 1e-9].real)
    roots = roots[(roots > sb**2) & (roots < 1)]
    assert len(found) == 2*len(roots)
    for f in found:
        wf, uf = f @ axis_n[:, 0], f[1]
        assert abs(wf*uf - sb) < 1e-7
        assert np.abs(roots - wf**2).min() < 1e-7
w_equilibrium = np.sqrt(roots[0])

# ---------- Selection within the predicted time, random parameters ----------
count = 150
al = rng.uniform(0.01, 0.2, count)
lowest = np.maximum(np.arctan(2*al), np.radians(3))
be = lowest + rng.uniform(0, 1, count)*(np.radians(60) - lowest)
aa = rng.uniform(1.2, 3.0, count)*np.maximum(*thresholds(al, be))
duration = sum(time_parts(aa, al, be))
al4, be4, d4 = np.tile(al, 4), np.tile(be, 4), np.tile(duration, 4)
start_sign = np.repeat([1, 1, -1, -1], count)
current_sign = np.repeat([1, -1, 1, -1], count)
n4 = axis(be4)
end = evolve(start_sign*n4, d4, 2500, current_sign*np.tile(aa, 4), al4, n4)
assert np.all(current_sign*dot(end, n4) > 0)
end = evolve(end, 8/al4, 2500, 0.0, al4, n4)
assert np.all(current_sign*dot(end, n4) > 0.99)

# ---------- One-way equator for arbitrary non-negative waveforms ----------
m = random_unit(300)
m = m*np.sign(dot(m, n))
for _ in range(60):
    level = rng.uniform(0, 3, 300)*(rng.random(300) > 0.4)
    m = evolve(m, 2.0, 20, level, alpha, n)
    assert dot(m, n).min() > 0

# ---------- Cap argument: small tilt, large damping, field-like torque ----------
al_c, be_c = 0.2, np.radians(5)
q_c = np.sqrt(1 + al_c**2)/2
a_eff = 1.3*q_c/np.sin(be_c)
a_c = a_eff/(1 - 0.5*al_c)
theta_c = np.arcsin(q_c/a_eff)


def primitive(theta):
    return np.log(np.sin((theta - theta_c)/2)/np.cos((theta + theta_c)/2))


cap_time = (primitive(np.pi/2 + be_c) - primitive(be_c))/(
    a_eff*np.cos(theta_c))
direct = quad(lambda x: 1/(a_eff*np.sin(x) - q_c), be_c, np.pi/2 + be_c)[0]
assert abs(cap_time - direct) < 1e-7
n_c = axis(be_c)
end = evolve(np.hstack([n_c, -n_c]), cap_time, 4000, a_c, al_c, n_c,
             b=-0.5*a_c)
assert np.all(dot(end, P) >= np.cos(be_c) - 1e-8)
assert np.all(dot(end, n_c) > 0)

# ---------- Example trajectory and relaxation ----------
starts = np.hstack([n, -n, n, -n])
signs = np.array([1, 1, -1, -1])
at_end = evolve(starts, tau_pulse, 1500, signs*a, alpha, n)
w_end = dot(at_end, n)
final = dot(evolve(at_end, 8/alpha, 2700, 0.0, alpha, n), n)
assert np.all(signs*final > 0.99)
settled = dot(evolve(-n, 60.0, 1200, a, alpha, n), n)[0]
assert abs(settled - w_equilibrium) < 1e-6
w0, w_goal = w_end[1], 0.95
tau_relax = np.log(w_goal/np.sqrt(1 - w_goal**2)
                   / (w0/np.sqrt(1 - w0**2)))/alpha
reached = dot(evolve(at_end[:, 1:2], tau_relax, 2000, 0.0, alpha, n), n)[0]
assert abs(reached - w_goal) < 1e-5

m, elapsed = -n, 0.0
while dot(m, n)[0] < 0:
    m = evolve(m, 0.01, 1, a, alpha, n)
    elapsed += 0.01
assert elapsed < part1 + part2

# Tilt toward the current direction instead of toward p
n_x = np.array([[s], [0.0], [c]])
no_choice = np.abs(dot(evolve(np.hstack([n_x, -n_x]), 60.0, 1200,
                             a, alpha, n_x), n_x)).max()
assert no_choice < 1e-6

# Scan of current for switching from -n
grid = np.arange(0.01, 1.0001, 0.01)
highest_fail = []
for length in (pulse, 10e-9):
    tau_length = length/unit
    out = evolve(np.repeat(-n, grid.size, axis=1), tau_length,
                 int(10*tau_length) + 1, grid, alpha, n)
    failed = grid[dot(out, n) < 0]
    highest_fail.append(failed.max() if failed.size else 0.0)
assert highest_fail[1] < a1

# ---------- Neglected effects ----------
fieldlike = {}
for ratio in (0.3, -0.3):
    x = evolve(np.hstack([n, -n]), tau_pulse, 1500, a, alpha, n, b=ratio*a)
    fieldlike[ratio] = dot(evolve(x, 8/alpha, 2700, 0.0, alpha, n), n)
oersted = const.mu_0*J*5e-9/2

K = Ms*BK/2
Kd = const.mu_0*Ms**2/2


def anisotropy_matrix(Ku, tilt):
    direction = axis(tilt)[:, 0]
    return Ku*np.outer(direction, direction) - Kd*np.diag([0, 0, 1.0])


def mismatch(x):
    matrix = anisotropy_matrix(x[0]*Kd, x[1])
    return ((matrix @ n[:, 0] - K*n[:, 0])/K)[1:]


sol = fsolve(mismatch, [1 + K/Kd, beta*K/(K + Kd)], xtol=1e-12)
assert np.abs(mismatch(sol)).max() < 1e-8
e2 = np.array([0, c, -s])
second_ratio = e2 @ anisotropy_matrix(sol[0]*Kd, sol[1]) @ e2/K
extra = second_ratio*np.outer(e2, e2)
x = evolve(np.hstack([n, -n]), tau_pulse, 1500, a, alpha, n, extra=extra)
biaxial = dot(evolve(x, 8/alpha, 2700, 0.0, alpha, n, extra=extra), n)

volume = np.pi*diameter**2/4*thick
Delta = K*volume/(const.k*temperature)
dt, samples = 0.1, 4000
noise_size = np.sqrt(alpha/(Delta*(1 + alpha**2)*dt))


def noisy(m, levels):
    for level in levels:
        noise = noise_size*rng.normal(size=m.shape)
        k1 = velocity(m, level, alpha, n, noise=noise)
        k2 = velocity(m + dt*k1, level, alpha, n, noise=noise)
        m = m + dt*(k1 + k2)/2
        m = m/np.sqrt(dot(m, m))
    return m


m = noisy(np.repeat(-n, samples, axis=1), np.zeros(500))
m = noisy(m, np.full(int(round(tau_pulse/dt)), a))
predicted = np.mean(0.5*erfc(dot(m, n)*np.sqrt(Delta)))
abrupt = np.mean(dot(noisy(m, np.zeros(1500)), n) < 0)
fall_steps = int(round(2e-9/unit/dt))
m = noisy(m, np.linspace(a, 0, fall_steps))
gradual = np.mean(dot(noisy(m, np.zeros(1500)), n) < 0)
# four standard errors of the sample plus the linearization near the equator
assert abs(abrupt - predicted) < 4*np.sqrt(predicted/samples) + 0.005

# Joule heat in a 5 nm metal film on an oxide substrate, one dimension
resistivity, heat_metal, film = 1.0e-6, 2.5e6, 5e-9
conductivity, heat_oxide, dx, dtime = 1.4, 1.6e6, 1e-9, 2e-13
film_T, oxide_T = 0.0, np.zeros(200)
for _ in range(int(round(pulse/dtime))):
    into = conductivity*(film_T - oxide_T[0])/(dx/2)
    flux = np.concatenate([[into], -conductivity*np.diff(oxide_T)/dx, [0.0]])
    film_T += dtime*(resistivity*J**2*film - into)/(heat_metal*film)
    oxide_T = oxide_T - dtime*np.diff(flux)/(heat_oxide*dx)
adiabatic = resistivity*J**2*pulse/heat_metal
stored = heat_metal*film*film_T + heat_oxide*dx*oxide_T.sum()
assert abs(stored/(resistivity*J**2*film*pulse) - 1) < 1e-6
assert 0 < film_T < adiabatic
wall = np.pi*np.sqrt(1.5e-11/K)

# ---------- Output ----------
print(f"tilt beta = {np.degrees(beta):.1f} deg; damping alpha = {alpha:.3f}")
print(f"magnetization = {Ms/1e3:.0f} kA/m; anisotropy field = {BK*1e3:.0f} mT")
print(f"layer thickness = {thick*1e9:.1f} nm; diameter = {diameter*1e9:.0f} nm")
print(f"spin Hall efficiency = {spin_hall:.2f}")
print(f"current density = {J/1e4:.2e} A/cm2; pulse = {pulse*1e9:.2f} ns")
print(f"damping-like field = {BDL*1e3:.2f} mT; ratio a = {a:.4f}")
print(f"sin(beta) = {s:.4f}; cos(beta) = {c:.4f}; tan(beta) = {np.tan(beta):.4f}")
print(f"q = {q:.5f}; reduced time unit = {unit*1e12:.2f} ps")
print(f"sufficient a, first condition = {a1:.4f}")
print(f"sufficient a, second condition = {a2:.4f}")
print(f"sufficient current density = {max(a1, a2)/a*J/1e4:.3e} A/cm2")
print(f"sufficient a by cap argument = {q/min(s, c):.3f}")
print(f"cap argument torque field = {q/min(s, c)*BK*1e3:.0f} mT")
print(f"time bound to u>0 = {part1*unit*1e9:.4f} ns")
print(f"time bound from there to w=0 = {part2*unit*1e9:.4f} ns")
print(f"sufficient pulse length = {(part1+part2)*unit*1e9:.4f} ns")
print(f"computed crossing of w=0 from -n = {elapsed*unit*1e9:.4f} ns")
print(f"slowest reduced rate of w on equator = {equator_min:.4f}")
print(f"equilibrium w under current = {w_equilibrium:.5f}")
print(f"equilibrium u under current = {s/w_equilibrium:.5f}")
print(f"w at pulse end, start -n = {w0:.5f}")
print(f"relaxation time to w=0.95 = {tau_relax*unit*1e9:.3f} ns")
print(f"final w, current +, starts +n,-n = {final[0]:.4f}, {final[1]:.4f}")
print(f"final w, current -, starts +n,-n = {final[2]:.4f}, {final[3]:.4f}")
print(f"tilt toward current: largest |w| after long pulse = {no_choice:.1e}")
print(f"highest failing a in scan, 0.6 ns pulse = {highest_fail[0]:.2f}")
print(f"highest failing a in scan, 10 ns pulse = {highest_fail[1]:.2f}")
for ratio, value in fieldlike.items():
    print(f"field-like/damping-like {ratio:+.1f}: final w from +n,-n = "
          f"{value[0]:.3f}, {value[1]:.3f}")
print(f"Oersted field of 5 nm metal film = {oersted*1e3:.2f} mT")
print(f"intrinsic tilt before demagnetization = {np.degrees(sol[1]):.3f} deg")
print(f"second-axis anisotropy / main = {second_ratio:.4f}")
print(f"with second axis: final w from +n,-n = {biaxial[0]:.3f}, {biaxial[1]:.3f}")
print(f"temperature = {temperature:.0f} K; barrier/kT = {Delta:.2f}")
print(f"thermal samples = {samples}; gradual fall time = 2 ns")
print(f"thermal error, abrupt end, simulated = {abrupt*100:.2f} %")
print(f"thermal error, abrupt end, erfc formula = {predicted*100:.2f} %")
print(f"thermal error, gradual end, simulated = {gradual*100:.2f} %")
print(f"metal resistivity = {resistivity*1e8:.0f} microohm cm")
print(f"heating without heat loss = {adiabatic:.0f} K")
print(f"heating with substrate conduction = {film_T:.0f} K")
print(f"domain-wall width (exchange 15 pJ/m) = {wall*1e9:.1f} nm")
print("all tests passed")
```

Running it gives:

```
tilt beta = 10.0 deg; damping alpha = 0.030
magnetization = 1000 kA/m; anisotropy field = 150 mT
layer thickness = 1.0 nm; diameter = 60 nm
spin Hall efficiency = 0.30
current density = 1.00e+08 A/cm2; pulse = 0.60 ns
damping-like field = 98.73 mT; ratio a = 0.6582
sin(beta) = 0.1736; cos(beta) = 0.9848; tan(beta) = 0.1763
q = 0.50022; reduced time unit = 37.89 ps
sufficient a, first condition = 0.5079
sufficient a, second condition = 0.0801
sufficient current density = 7.717e+07 A/cm2
sufficient a by cap argument = 2.881
cap argument torque field = 432 mT
time bound to u>0 = 0.0447 ns
time bound from there to w=0 = 0.4480 ns
sufficient pulse length = 0.4927 ns
computed crossing of w=0 from -n = 0.1633 ns
slowest reduced rate of w on equator = 0.0949
equilibrium w under current = 0.18032
equilibrium u under current = 0.96301
w at pulse end, start -n = 0.18004
relaxation time to w=0.95 = 3.550 ns
final w, current +, starts +n,-n = 1.0000, 1.0000
final w, current -, starts +n,-n = -1.0000, -1.0000
tilt toward current: largest |w| after long pulse = 1.4e-17
highest failing a in scan, 0.6 ns pulse = 0.37
highest failing a in scan, 10 ns pulse = 0.18
field-like/damping-like +0.3: final w from +n,-n = 1.000, 1.000
field-like/damping-like -0.3: final w from +n,-n = 1.000, 1.000
Oersted field of 5 nm metal film = 3.14 mT
intrinsic tilt before demagnetization = 1.077 deg
second-axis anisotropy / main = -0.0277
with second axis: final w from +n,-n = 1.000, 1.000
temperature = 300 K; barrier/kT = 51.20
thermal samples = 4000; gradual fall time = 2 ns
thermal error, abrupt end, simulated = 3.92 %
thermal error, abrupt end, erfc formula = 3.71 %
thermal error, gradual end, simulated = 0.18 %
metal resistivity = 100 microohm cm
heating without heat loss = 240 K
heating with substrate conduction = 70 K
domain-wall width (exchange 15 pJ/m) = 44.4 nm
all tests passed
```
